Singlet-triplet gap of two cerium 4f electrons from broken symmetry

**Result**

An oxygen vacancy in ceria leaves two electrons behind. Suppose that each sits in a 4f orbital of its own cerium ion, making two Ce³⁺ ions, and that the two orbitals overlap weakly. Let E_S and E_T be the lowest singlet and triplet energies without spin-orbit coupling, and let E_BS be the energy of the broken-symmetry (BS) determinant, with spin up on one ion and spin down on the other. Then

G ≡ E_S − E_T ≈ 2(E_BS − E_T).

A negative G means that the singlet is lower. The factor two is a leading-order result. If the BS orbitals have overlap S, the singlet contained in the BS determinant obeys

E_S(proj) − E_T = 2(E_BS − E_T)/(1 + S²).

This holds when the triplet part of the determinant has the energy E_T, as it does for two electrons in two orbitals. For the cerium example the S² correction is about 0.01 %. Empty 4f orbitals can matter far more: with the rough parameters of Section 6, a single one on each ion makes the plain rule wrong by about 10 % of the gap, and stronger hopping to it, or more such orbitals, makes the error much larger (Section 7).

**1. What the BS determinant contains**

All other electrons are frozen, and H does not act on spin. Let φ₁ carry spin α and φ₂ spin β. Both are real and normalized, with ⟨φ₁|φ₂⟩ = S. A product such as φ₁φ₂ means φ₁(1)φ₂(2), and αβ means α(1)β(2). The determinant is

Φ = [φ₁φ₂ αβ − φ₂φ₁ βα]/√2.

Its norm is one for any S, because αβ and βα are orthogonal. Define the spin functions

σ = (αβ − βα)/√2 (singlet), τ = (αβ + βα)/√2 (triplet, M = 0),

so that αβ = (τ + σ)/√2 and βα = (τ − σ)/√2. Substitution gives

Φ = ½(φ₁φ₂ + φ₂φ₁)σ + ½(φ₁φ₂ − φ₂φ₁)τ.

The weights are the squared norms of the two parts. Since ⟨φ₁φ₂|φ₂φ₁⟩ = S²,

w_S = ¼(2 + 2S²) = (1 + S²)/2,
w_T = ¼(2 − 2S²) = (1 − S²)/2.

The total-spin operator, written in bold to keep it apart from the overlap, has the value 0 in a singlet and 2 in a triplet. Hence ⟨**S**²⟩ = 2w_T = 1 − S². For small overlap the BS determinant is an almost equal mixture of singlet and triplet, and not an approximation to the singlet alone.

Because H is spin-free, it has no matrix element between the two parts, and the energy is a weighted mean:

E_BS = ½(1 + S²)E_S(proj) + ½(1 − S²)E_T.

Subtracting E_T, whose weights add to one, leaves

E_BS − E_T = ½(1 + S²)[E_S(proj) − E_T],

which is the projection formula. The limit S → 0 shows where the two comes from: the BS energy lies halfway between the levels.

With only two orbitals there is one antisymmetric spatial function, so the triplet part is the triplet itself. With more orbitals, a separately optimized triplet can differ from the triplet part of Φ. Section 6 treats such a case.

**2. The exact levels of two sites**

The projected singlet need not be the true one, so the true levels are needed. Let a and b be orthonormal orbitals on the two ions, with equal site energies set to zero. The parameters are

U = repulsion of two electrons on one ion,
V = repulsion of two electrons on different ions,
K = direct exchange, coupling ab to ba and aa to bb,
−t = matrix element that moves one electron between a and b.

Paths through neighbouring oxygen ions or through the vacancy are folded into t. The sign of b is chosen so that t > 0. Let D = U − V, the cost of moving one electron onto the other ion.

The triplet function (ab − ba)/√2 has energy

E_T = V − K.

The covalent singlet (ab + ba)/√2 has energy V + K, and the ionic singlet (aa + bb)/√2 has energy U + K. Their coupling is a sum of four hops, each −t, times the normalization ½:

½ · 4 · (−t) = −2t.

The other ionic function, (aa − bb)/√2, has the opposite site symmetry and does not couple. The lower root of the 2×2 problem is

E_S = K + (U + V)/2 − ½√(D² + 16t²).

Subtracting E_T gives

G = 2K + D/2 − ½√(D² + 16t²).

For t ≪ D the root is D + 8t²/D − 32t⁴/D³, so

G ≈ 2K − 4t²/D + 16t⁴/D³.

Without hopping, G = 2K and the triplet is lower. Without direct exchange, the singlet is lower, because only the singlet can lower its energy by placing both electrons in one orbital. To leading order the two effects cancel at K = 2t²/D.

**3. The BS energy**

Let each BS orbital leak onto the other ion:

φ₁ = cos θ a + sin θ b, φ₂ = sin θ a + cos θ b, S = sin 2θ.

Their product is

φ₁φ₂ = cos²θ ab + sin²θ ba + sin θ cos θ (aa + bb).

In the basis of Section 2 the coefficients are 1/√2 for the covalent singlet, cos 2θ/√2 for the triplet and S/√2 for the ionic singlet. With cos²2θ = 1 − S² the energy is

E_BS = ½(V + K) + ½(1 − S²)(V − K) + ½S²(U + K) + 2·½·S·(−2t)
= V − 2tS + ½S²(D + 2K).

Setting the derivative with respect to S to zero gives

S = 2t/(D + 2K),
E_BS = V − 2t²/(D + 2K),
E_BS − E_T = K − 2t²/(D + 2K).

This requires 2t < D + 2K. At 2t = D + 2K the overlap reaches one, the two orbitals coincide, and no separate BS solution is left. A minimization with both orbitals free gives the same energy for the cerium parameters below.

**4. How good is the factor two?**

Call the plain rule P = 2(E_BS − E_T) = 2K − 4t²/(D + 2K). For K ≪ D,

P ≈ 2K − 4t²/D + 8Kt²/D².

Subtracting the expansion of G gives

P − G ≈ 8Kt²/D² − 16t⁴/D³ = (4t²/D²)(2K − 4t²/D) ≈ S²G.

So P ≈ G(1 + S²): to leading order the plain rule is too large in size by the fraction S², whichever sign G has. Dividing by 1 + S² removes this error.

A smaller error remains, because the projected singlet inherits its ionic part from the BS orbitals. Its ratio of ionic to covalent amplitude is r = S. For the true singlet, measure energies from V + K. The eigenvalue is then λ = G − 2K, and the ionic row of the eigenvalue equation reads

−2t + D r₀ = λr₀, so r₀ = 2t/(D + 2K − G).

The difference is

r − r₀ = −SG/(D + 2K − G) ≈ −SG/D.

A small admixture of the upper singlet costs its square times the level spacing, here about D. The projected gap therefore lies above the true one by about S²G²/D. For negligible K, where G ≈ −S²D, this is a relative error of −S⁴.

Larger hopping, with U, V and K held at the values of Section 5, shows both laws and their limits. Errors are relative to the exact model gap.

- S = 0.1: plain rule +0.99 %, projected −0.010 %.
- S = 0.2: plain rule +3.9 %, projected −0.14 %.
- S = 0.4: plain rule +14 %, projected −1.7 %.

At S = 0.4 the leading laws would give 16 % and −2.6 %, so higher orders are visible there.

A ferromagnetic case tests the other sign. With K = 0.10 eV, t = 0.20 eV and the same D, the exact gap is 170.5 meV and the plain rule gives 171.4 meV. It is again too large.

A molecule replaces the chosen parameters by computed integrals. For H₂ at 2.50 Å in the minimal STO-3G basis, S² = 0.0092. The singlet-triplet gap within this basis is −120.16 meV, the plain rule gives −121.26 meV, and projection gives −120.15 meV. The plain error is again close to S². This tests the two-orbital argument only. A minimal basis does not give the true gap of the molecule, and the S² law does not survive a larger basis. In cc-pVDZ, cc-pVTZ and aug-cc-pVTZ the full configuration-interaction gap is −193, −201 and −211 meV, while the plain rule stays near −185 meV with S² ≈ 0.022. The rule is then too small in size by 4 %, 8 % and 12 %, and dividing by 1 + S² increases the error.

**5. Two cerium ions beside a vacancy**

Take U = 6.0 eV, V = 0.6 eV, t = 30 meV and K = 0.05 meV. These are rough model values, not values computed for a particular surface. Then

D = 6.0 − 0.6 = 5.4 eV,
2K = 0.100 meV,
−4t²/D = −4(0.030 eV)²/(5.4 eV) = −0.667 meV.

The overlap is S = 2(0.030)/5.4 = 0.0111, so S² = 1.2 × 10⁻⁴ and ⟨**S**²⟩ = 0.9999. The BS energy lies below the triplet:

E_BS − E_T = −0.2833 meV.

Doubling gives the main result of the two-orbital model:

**G ≈ −0.567 meV, or |G|/k ≈ 6.6 K.**

The exact model gap agrees at this precision. Any numerical error in E_BS − E_T is doubled in G, so both total energies must be converged to well below 0.1 meV.

The two ions beside a real vacancy need not be equivalent. Raise the energy of b by δ. Starting from ab, moving the electron in b onto a costs D − δ, and moving the one in a onto b costs D + δ. The covalent singlet couples to each of aa and bb by −√2t, so second-order perturbation theory gives

G ≈ 2K − 2t²[1/(D + δ) + 1/(D − δ)].

For the BS determinant write φ₁ = a + xb and φ₂ = b + ya. To second order the hopping part of its energy is

(D + δ)x² − 2tx + (D − δ)y² − 2ty.

Its minimum is −t²[1/(D + δ) + 1/(D − δ)], half the hopping part of G. The direct exchange K in E_BS − E_T is likewise half of 2K. The factor two survives, provided that t and K are small compared with D − |δ|. For δ = 0.20 eV the exact gap is −0.5675 meV and the rule gives −0.5676 meV.

**6. Empty 4f orbitals and Hund exchange**

A 4f shell has seven orbitals. Add one empty orbital per ion: c on the ion of b, and d on the ion of a, each at energy Δ. An electron can hop between a and c, or between b and d, with matrix element −t′. Two electrons in different orbitals of one ion repel by U − 2J. The Hund exchange J lowers their triplet and raises their singlet, and also moves a pair from one orbital to the other.

When the electron in a hops to c, the ion of b holds both electrons. The cost is D′ + J in the singlet and D′ − J in the triplet, with

D′ = U − 2J − V + Δ.

There are two such processes, a → c and b → d. They lower the singlet by 2t′²/(D′ + J) and the triplet by 2t′²/(D′ − J), which favours the triplet.

Pair transfer also mixes bb with cc, and aa with dd. In the basis (bb, cc) the excitation-energy matrix has diagonal elements D and D + 2Δ and off-diagonal element J. Its inverse has the elements

R = (D + 2Δ)/[D(D + 2Δ) − J²], R′ = −J/[D(D + 2Δ) − J²],

where R belongs to bb alone and R′ links bb to cc. To second order in hopping the exact gap is

G₂ = 2K − 4t²R + 2t′²[1/(D′ − J) − 1/(D′ + J)].

In the BS determinant the two electrons have opposite spins in a simple product. The product cb is half singlet and half triplet, so its cost is the mean, D′. The BS energy falls by 2t′²/D′, whereas the triplet determinant falls by 2t′²/(D′ − J). The plain rule becomes

P₂ = 2K − 4t²/D + 4t′²[1/(D′ − J) − 1/D′].

Compare the Hund terms over common denominators:

exact: 4t′²J/[(D′ − J)(D′ + J)],
BS rule: 4t′²J/[(D′ − J)D′].

The rule exceeds the exact term by the factor 1 + J/D′. They agree to first order in J and not beyond.

Take J = 0.70 eV, Δ = 0.10 eV and t′ = t = 30 meV, again rough values. Then D′ = 6.0 − 1.4 − 0.6 + 0.1 = 4.1 eV, and the formulas give G₂ = −0.4232 meV and P₂ = −0.3859 meV.

**7. Low-lying orbital states**

Two hops in succession can return one electron to each ion but leave it in an empty orbital. Such states lie only Δ or 2Δ up, so these fourth-order terms have small denominators. Other fourth-order terms are dropped.

Write [pq] = (pq + qp)/√2 for singlets. From [ab] to [ac] there are three routes: through aa, through [cb], and through bb followed by pair transfer to cc. The hops into and out of a doubly occupied orbital carry √2 each. Up to a common sign the coupling is

m_S = tt′[2R + 2R′ + 1/(D′ + J)].

In the triplet no orbital can be doubly occupied, so one route remains:

m_T = tt′/(D′ − J).

The state with orbitals b and d is the mirror image, with the same couplings. The state with orbitals c and d is reached by two routes, giving

n_S = 2t′²/(D′ + J), n_T = 2t′²/(D′ − J).

Second-order perturbation theory in these couplings shifts the exact gap by

−2(m_S² − m_T²)/Δ − (n_S² − n_T²)/(2Δ).

For the BS determinant, let φ₂ acquire a small amplitude y of c. The leading amplitudes already present are t/D for b in φ₁ and for a in φ₂, and t′/D′ for c in φ₁. The energy terms containing y are

Δy² − 2yt′(t/D) + 4yJ(t/D)(t′/D′).

The middle term is the hop from aa to ac. The last collects two equal exchange terms, one linking bc to cb and one linking cc to bb. Minimizing over y gives −m_BS²/Δ, with

m_BS = tt′[1/D − 2J/(DD′)].

The mirror amplitude, d in φ₁, doubles this. The triplet determinant can choose its amplitudes of ac and bd freely and gains −2m_T²/Δ. Its amplitude of cd is fixed by the product of two single hops, so it misses the n_T term at this order. Twice the energy difference therefore shifts by

4(m_T² − m_BS²)/Δ.

For the example the exact gap shifts by −0.0026 meV and the rule by +0.0023 meV. Full diagonalization and full minimization of the determinants give

exact gap = −0.426 meV, BS rule = −0.384 meV.

The rule is too small in size by 9.9 % of the exact model gap. Dividing by 1 + S² would reduce its size further, so spin projection of this kind cannot repair the error. Neither spin part of the BS determinant is relaxed for its own spin: the singlet part lies 0.025 meV above the exact singlet and the triplet part 0.020 meV above the exact triplet, and both add in the plain rule. The 9.9 % belongs to these parameters only. With the others fixed, the rule is too small by 3.5 % at t′ = 15 meV and by 34 % at t′ = 45 meV, and at t′ = 55 meV it has the wrong sign (+0.048 meV against −0.062 meV). With two or three empty orbitals per ion, each with the same Δ and t′ = 30 meV, it is too small by 29 % and 87 %.

**8. Spin-orbit coupling and temperature**

The spin-orbit splitting of the free Ce³⁺ ion is roughly 0.28 eV, about 490 times |G| from Section 5. G therefore describes a spin-free calculation and is not an observable spacing.

A simple estimate shows the size of the effect. Let exchange act only in the m = 0 orbital of each ion, with a common axis, and let the crystal field lower that orbital by Δ = 0.10 eV. For coupling ζ **l**·**s** with l = 3, the levels j = 7/2 and j = 5/2 lie at 3ζ/2 and −2ζ, so ζ = 0.28/3.5 = 0.08 eV.

The state with m = 0 and spin up mixes with m = 1 and spin down. Their energies are −Δ and −ζ/2, and their coupling is ½ζ√12 = √3ζ. With x = (Δ − ζ/2)/2 = 0.03 eV, the weight of m = 0 in the lower state is

w = ½[1 + x/√(x² + 3ζ²)] = 0.606.

The time-reversed partner has the same weight. From these two states on each ion one can form four pair states. The antisymmetric combination overlaps with the m = 0 spin singlet by w, and the other three do not overlap with it. The exchange splitting is therefore

w²|G| = 0.606² × 0.567 meV = 0.208 meV.

Spin-orbit coupling cuts the splitting to about a third in this estimate. Exchange through the other orbitals, which can make the splitting anisotropic, is left out. So is Hund exchange. With hopping still only between the m = 0 orbitals but J = 0.70 eV as in Section 6, the three upper states lie at 0.228 meV (one) and 0.245 meV (two), so they are no longer degenerate.

At 300 K the thermal energy is 25.9 meV. For the spin-free levels of Section 5 the triplet population is

3/[3 + exp(−G/kT)] = 0.746,

close to the value 3/4 for equal energies. The next level of the single-ion model consists of two coinciding doublets (total angular momentum ±3/2 and ±5/2 along the axis), which contain no m = 0 orbital, so the crystal field of this model leaves them at −2ζ. It lies 52 meV up, about twice kT, so it is partly populated as well.

**9. Ceria abrasives and real calculations**

Ceria particles are used to polish silicon dioxide, and Ce³⁺ ions and oxygen vacancies at their surfaces are part of the discussion of their chemistry. The model treats one idealized pair of such ions, not a particle in a slurry. Its least certain input is t, which depends on the distance, the orbital orientation and the path between the ions. The hopping part of G varies as t², so doubling t at fixed D multiplies that part by four. The two electrons need not occupy the ions nearest to the vacancy. For these parameters the spin arrangement changes the energy by far less than kT at 300 K, and the model gives no link between G and removal rate or planarity.

In a density-functional calculation the BS determinant belongs to an auxiliary system, and its ⟨**S**²⟩ is not strictly that of the interacting electrons. Using the factor two there is an added assumption. The derivation also needs the same geometry and the same occupied 4f orbitals in both solutions. If one electron changes orbital between them, a crystal-field energy of the order of Δ enters the difference, and here Δ is more than a hundred times |G|. Spin polarization of the frozen electrons, explicit correlation on a bridging oxygen and the error of the functional are not sized here. The values behind each stage are collected in the numerical output below.

Calculated quantities

```
On-site repulsion U = 6.00 eV; intersite V = 0.60 eV
Hopping t = 30.0 meV; direct exchange K = 0.050 meV
Charge-transfer energy D = U - V = 5.40 eV
Direct exchange part of gap, 2K = 0.1000 meV
Hopping part of gap, -4t^2/D = -0.6667 meV
BS orbital overlap S = 0.01111; S^2 = 1.235e-04
BS spin expectation <S^2> = 0.999877
E_BS - E_T = -0.28333 meV
Plain rule 2(E_BS - E_T) = -0.56665 meV
Projected gap = -0.56658 meV
Exact model gap E_S - E_T = -0.56658 meV
Relative error of plain rule = 1.234e-04
Error growth with hopping (same U, V, K):
  t = 0.27 eV: S = 0.100, plain error 0.990 %, projected error -0.0097 %
  t = 0.54 eV: S = 0.200, plain error 3.852 %, projected error -0.1426 %
  t = 1.08 eV: S = 0.400, plain error 14.031 %, projected error -1.6969 %
Ferromagnetic case K = 0.10 eV, t = 0.20 eV: exact gap 170.531 meV, plain 171.429 meV
H2 check, STO-3G, distance 2.50 angstrom: S^2 = 0.00922
  exact-in-basis gap = -120.161 meV
  plain BS rule = -121.260 meV
  projected BS gap = -120.152 meV
Site offset 0.20 eV: exact gap -0.56750 meV, plain rule -0.56757 meV
Empty 4f orbitals: Hund exchange 0.70 eV, level 0.10 eV, hopping 30.0 meV, D' = 4.10 eV
  second order: exact -0.4232 meV, rule -0.3859 meV
  low-level shifts: exact -0.0026 meV, rule 0.0023 meV
  exact gap = -0.4257 meV; plain BS rule = -0.3836 meV
  relative error of plain rule = -9.89 %
Spin-orbit splitting (rough) = 280 meV; ratio to |gap| = 494
  weight w of m=0 orbital in lowest doublet = 0.6058
  next doublet lies higher by 51.8 meV
  exchange splitting of lowest doublets = 0.2079 meV
Temperature 300 K: thermal energy kT = 25.85 meV
  |gap|/k = 6.57 K; triplet population = 0.7459
```
